\section*{Where quasineutrality ends in the planar collisionless Tonks-Langmuir plasma, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from a parabolic potential to the breakdown point}

\subsection{A case simple enough to see through}

Take a plasma between two parallel walls, symmetric about the midplane $x=0$. Ions are created at rest at a uniform rate $S_0$ per unit volume and time. The electric field points outward, so each ion falls toward the nearer wall. It suffices to treat $x>0$. Collisions are left out.

Let $\phi(x)$ be the potential, with $\phi(0)=0$, and let $T_e$ be the electron temperature in energy units. Since $\phi$ is negative away from the midplane, a positive variable is convenient:
\begin{equation}
\eta=-\frac{e\phi}{T_e}\ge 0 ,\qquad c_s=\sqrt{\frac{T_e}{M}} ,
\end{equation}
where $M$ is the mass of a singly charged ion. An ion born at $x'$ and now at $x>x'$ has gained the energy $e\phi(x')-e\phi(x)=T_e(\eta-\eta')$, where $\eta'=\eta(x')$. Hence
\begin{equation}
\frac{Mv^2}{2}=T_e(\eta-\eta')
\quad\Longrightarrow\quad
v=c_s\sqrt{2(\eta-\eta')} .
\label{speed}
\end{equation}
In a steady state the ions born in $dx'$ carry the flux $S_0\,dx'$ past every later point. A flux divided by a speed is a density, so they contribute $S_0\,dx'/v$ to the density at $x$. With the scaled position
\begin{equation}
X=\frac{S_0x}{\sqrt2\,c_sn_0},
\end{equation}
where $n_0$ is the midplane density, we have $S_0dx'=\sqrt2\,c_sn_0\,dX'$. The factors $\sqrt2\,c_s$ cancel and
\begin{equation}
\frac{n_i}{n_0}=\int_0^X\frac{dX'}{\sqrt{\eta(X)-\eta(X')}} .
\label{uniformdensity}
\end{equation}

Close to the midplane a symmetric smooth potential is a parabola, $\eta=\kappa^2X^2$. Substituting $X'=X\sin\theta$ gives
\begin{equation}
\frac{n_i}{n_0}=\frac1\kappa\int_0^X\frac{dX'}{\sqrt{X^2-X'^2}}
=\frac1\kappa\int_0^{\pi/2}d\theta=\frac{\pi}{2\kappa} .
\end{equation}
The ion density in a parabolic potential is therefore independent of position: farther out more ions have been collected, but they move faster in the same proportion. Neutrality at the midplane requires $n_i=n_0$, so $\kappa=\pi/2$. With $y=\sqrt\eta$ this reads $X=2y/\pi$.

The electrons do not keep a constant density. Assume that they are in Boltzmann equilibrium,
\begin{equation}
n_e=n_0e^{-\eta}=n_0e^{-y^2}.
\end{equation}
This needs a nearly Maxwellian distribution, and a wall negative enough to turn back nearly all electrons. Their density falls as $1-y^2$ at the next order, and the ion density must follow it. Try $X=b_1y+b_3y^3$, so that $dX=(b_1+3b_3y^2)\,dy$. Writing $Y$ for the value of $y$ at the observation point and using $y=Y\sin\theta$,
\begin{equation}
\int_0^Y\frac{b_1+3b_3y^2}{\sqrt{Y^2-y^2}}\,dy
=\frac{\pi}{2}b_1+\frac{3\pi}{4}b_3Y^2=1-Y^2 ,
\end{equation}
because the average of $\sin^2\theta$ over the quarter period is $1/2$. Equating powers gives $b_1=2/\pi$ and $b_3=-4/(3\pi)$, thus
\begin{equation}
X\simeq\frac2\pi\left(y-\frac{2y^3}{3}\right),\qquad
\frac{dX}{dy}\simeq\frac2\pi(1-2y^2).
\end{equation}

The negative cubic term is the seed of the breakdown. To lower the ion density, the potential must fall faster than the parabola, so each further step in potential takes less distance. In this truncation the distance per step reaches zero at $y^2=1/2$. Past that point the position would decrease while the potential went on falling.

The number $1/2$ cannot be trusted, since $y$ is not small there. The next order shows how badly the truncation behaves. Add $b_5y^5$. The average of $\sin^4\theta$ is $3/8$, so its contribution to the density is $5b_5(3\pi/16)Y^4$. This must equal the next term of the exponential, $Y^4/2$, which gives $b_5=8/(15\pi)$ and
\begin{equation}
\frac{dX}{dy}\simeq\frac2\pi\left(1-2y^2+\frac{4y^4}{3}\right).
\end{equation}
As a function of $y^2$ the bracket has its minimum at $y^2=3/4$, where it equals $1/4$. At this order there is no turning point at all. The question has to be settled without a truncated series.

\subsection{Any ionization profile}

Now let the ionization rate $S(x)$ be any positive, finite function of position, symmetric about the midplane. Suppose that $\eta$ rises monotonically with $x$, so that $y$ can label positions. Define the scaled number of ions born per unit $y$,
\begin{equation}
G(y)=\frac{S(x)}{\sqrt2\,c_sn_0}\frac{dx}{dy} .
\label{Gdef}
\end{equation}
For uniform ionization $G=dX/dy$. The argument that led to Eq.~\eqref{uniformdensity} is unchanged when $S_0dx'$ is replaced by $S(x')dx'$. Setting the ion density equal to the electron density gives the plasma equation
\begin{equation}
\int_0^Y\frac{G(y)\,dy}{\sqrt{Y^2-y^2}}=e^{-Y^2} .
\label{plasma}
\end{equation}
The ionization profile has disappeared from the equation. It enters later, when $G$ is converted back into distance. Whatever Eq.~\eqref{plasma} says about potentials therefore holds for every profile in the stated class.

\subsection{Inverting the plasma equation}

Equation~\eqref{plasma} is an Abel equation. To free $G$ from the square root, multiply both sides by $Y/\sqrt{Z^2-Y^2}$ and integrate over $Y$ from $0$ to $Z$. On the left the region of integration is $0<y<Y<Z$. Exchanging the order gives
\begin{equation}
\int_0^Z G(y)\left[\int_y^Z
\frac{Y\,dY}{\sqrt{Z^2-Y^2}\sqrt{Y^2-y^2}}\right]dy .
\end{equation}
For the inner integral put $Y^2=y^2\cos^2\theta+Z^2\sin^2\theta$. Then
\begin{align}
Y\,dY&=(Z^2-y^2)\sin\theta\cos\theta\,d\theta,\\
\sqrt{Z^2-Y^2}\sqrt{Y^2-y^2}&=(Z^2-y^2)\cos\theta\sin\theta .
\end{align}
The ratio is $d\theta$, and $\theta$ runs from $0$ to $\pi/2$. The bracket is $\pi/2$, whatever $y$ and $Z$ are.

On the right, put $t=\sqrt{Z^2-Y^2}$. Then $Y\,dY=-t\,dt$, and reversing the limits removes the minus sign:
\begin{equation}
\int_0^Z\frac{Ye^{-Y^2}}{\sqrt{Z^2-Y^2}}\,dY
=e^{-Z^2}\int_0^Ze^{t^2}dt\equiv D(Z).
\end{equation}
This defines the Dawson function $D$. The two sides together give
\begin{equation}
\int_0^Z G(y)\,dy=\frac2\pi D(Z).
\label{births}
\end{equation}
The product rule applied to the definition of $D$ yields
\begin{equation}
D'(y)=1-2yD(y),
\label{Dprime}
\end{equation}
and differentiating Eq.~\eqref{births} gives
\begin{equation}
G(y)=\frac2\pi\left[1-2yD(y)\right].
\label{G}
\end{equation}

So far we know that a solution must have this form. To see that this $G$ does solve Eq.~\eqref{plasma}, let $h(Y)$ be the left side minus the right side. By construction $\int_0^ZYh(Y)\,dY/\sqrt{Z^2-Y^2}=0$ for every $Z$. Multiply by $Z/\sqrt{W^2-Z^2}$, integrate over $Z$ from $0$ to $W$, and exchange the order. The same inner integral appears and gives $\frac{\pi}{2}\int_0^WYh(Y)\,dY=0$ for every $W$. Differentiation with respect to $W$ then shows that $h=0$.

The small-$y$ limit connects with the opening case. Inserting $D=y-2y^3/3+\cdots$ into Eq.~\eqref{G} gives $G=(2/\pi)(1-2y^2+4y^4/3-\cdots)$, which agrees with the coefficients found by hand. Evaluating the left side of Eq.~\eqref{plasma} by quadrature at $\eta=0.05$, $0.3$, $0.6$ and at the breakdown point reproduces the electron density with a largest error of $1.1\times10^{-16}n_0$.

\subsection{The zero of the birth rate}

Since $S$ and $dx/dy$ are positive in a real plasma, $G$ must be positive. Equation~\eqref{G} starts at $G(0)=2/\pi$ and vanishes when
\begin{equation}
2y_bD(y_b)=1 .
\label{edge}
\end{equation}
By Eq.~\eqref{Dprime} this is a stationary point of $D$. There is one such point on the positive axis. First, at least one exists: if $D'$ stayed positive, $D$ would keep rising, yet Eq.~\eqref{Dprime} would force $D<1/(2y)$, which tends to zero. Second, there cannot be two. Differentiating Eq.~\eqref{Dprime} gives $D''=-2D-2yD'$, which equals $-2D<0$ wherever $D'=0$. Every stationary point is thus a maximum, and two maxima would need a minimum between them. It follows that $G>0$ for $y<y_b$ and $G<0$ for $y>y_b$. Numerically,
\begin{equation}
y_b=0.92414,\quad D(y_b)=0.54104,\quad
\eta_b=y_b^2=0.8540 .
\label{etab}
\end{equation}

Solving Eq.~\eqref{plasma} numerically with $G$ constant in narrow cells, without using the Dawson function, puts the change of sign at $\eta=0.85403$, in agreement.

In terms of distance, Eq.~\eqref{Gdef} gives
\begin{equation}
\frac{dx}{dy}=\frac{\sqrt2\,c_sn_0}{S}\,G(y),
\end{equation}
which goes to zero at $y_b$ because $S$ is finite and positive. The quasineutral field, proportional to $d\eta/dx=2y\,dy/dx$, becomes infinite there. To continue beyond $y_b$, either ions would have to be destroyed instead of created, or the position would have to turn back. The quasineutral solution ends at
\begin{equation}
e\phi_b=-\eta_bT_e=-0.854\,T_e .
\end{equation}
By Eq.~\eqref{births}, reaching this point takes $(2/\pi)D(y_b)=0.344$ scaled births on each side of the midplane. For a prescribed $S(x)$ and half-width, this condition fixes $n_0$.

\subsection{Why the plasma does not end earlier}

The solution could be cut off at some $\eta_1=y_1^2<\eta_b$ and joined to a thin space-charge layer, the sheath. We can check whether that is possible when the wall lies deeper than $\eta_b$. In the limit of a vanishingly thin sheath no new ions are born in it. At a point $Y>y_1$ inside it, the ion density is the integral in Eq.~\eqref{plasma} stopped at $y_1$. With $G$ now standing for the function in Eq.~\eqref{G},
\begin{equation}
\frac{n_i-n_e}{n_0}
=\int_0^{y_1}\frac{G\,dy}{\sqrt{Y^2-y^2}}-e^{-Y^2}
=-\int_{y_1}^{Y}\frac{G\,dy}{\sqrt{Y^2-y^2}} ,
\label{excess}
\end{equation}
because the full integral up to $Y$ equals $e^{-Y^2}$.

If $y_1<y_b$, then $G>0$ just beyond $y_1$ and the net charge there is negative. On the length scale of the sheath the field entering from the plasma is negligible. Poisson's equation then demands a positive charge if the potential is to go on falling, so a sheath cannot start there. If $y_1=y_b$, then $G<0$ throughout the last integral and the net charge is positive at every greater depth. The breakdown point is thus also the first place at which an ion-rich sheath can attach.

\section{Second half: width, flow, finite Debye length and an argon plasma}

\subsection{Symbols and results carried over}

The potential variable is $\eta=-e\phi/T_e=y^2$, measured from the midplane, and $c_s=\sqrt{T_e/M}$. Ions are born at rest and fall freely, and $n_e=n_0e^{-\eta}$. The scaled birth rate per unit $y$ is
\begin{equation}
G=\frac{S}{\sqrt2\,c_sn_0}\frac{dx}{dy}
=\frac2\pi[1-2yD(y)],
\quad
\int_0^Y\frac{G\,dy}{\sqrt{Y^2-y^2}}=e^{-Y^2},
\label{recall}
\end{equation}
where $D'=1-2yD$ and $\int_0^YG\,dy=(2/\pi)D(Y)$. Quasineutrality ends at $y_b=0.92414$, $\eta_b=0.8540$, where $2y_bD(y_b)=1$ and $G=0$.

\subsection{Ionization by the plasma's own electrons}

To obtain a width we must choose an ionization law. If electrons of uniform temperature ionize a uniform gas, the rate is proportional to their density, $S=\nu n_e=\nu n_0e^{-y^2}$, with a constant frequency $\nu$. Let
\begin{equation}
s=\frac{\nu x}{\sqrt2\,c_s}.
\end{equation}
The definition of $G$ then becomes $G=e^{-y^2}ds/dy$. Write $F(y)=\int_0^ye^{t^2}dt=e^{y^2}D(y)$. We have
\begin{equation}
\frac{ds}{dy}=e^{y^2}G=\frac2\pi\left(e^{y^2}-2yF\right).
\label{dsdy}
\end{equation}
The first term integrates to $F$. For the second, integrate by parts with $F'=e^{y^2}$:
\begin{equation}
\int_0^y2tF(t)\,dt=y^2F-\int_0^yt^2e^{t^2}dt
=y^2F-\frac12\left(ye^{y^2}-F\right).
\end{equation}
The last integral follows from $\frac{d}{dt}(te^{t^2})=e^{t^2}+2t^2e^{t^2}$. Collecting terms,
\begin{equation}
s(y)=\frac1\pi\left[ye^{y^2}+(1-2y^2)F(y)\right].
\label{position}
\end{equation}
For small $y$ this gives $s=2y/\pi$, the parabola of the opening case, as it should, because $n_e$ is uniform at that order.

At the edge, $F=e^{y_b^2}/(2y_b)$. The two terms proportional to $y_b$ cancel:
\begin{equation}
s_b=\frac{e^{\eta_b}}{\pi}\left[y_b+\frac1{2y_b}-y_b\right]
=\frac{e^{\eta_b}}{2\pi y_b}=0.4046 .
\end{equation}
If $L$ is the half-width of the quasineutral region,
\begin{equation}
\frac{\nu L}{c_s}=\sqrt2\,s_b=0.572 .
\label{balance}
\end{equation}
This is a particle balance: the plasma must replace its ions in about the time they need to cross it.

With uniform ionization at the midplane rate $\nu n_0$, the scaled half-width is instead $(2/\pi)D(y_b)=0.3444$. Both plasmas must produce the same scaled number of ions before the edge. When the rate follows $n_e$ it weakens outward, so more distance is needed. The edge potential is the same. For both laws, ion densities computed in position space at 50\% and 95\% of the half-width agree with the electron density to $3.4\times10^{-13}n_0$ or better.

In this collisionless model the quasineutral solution ends at $\eta_b=0.854$ for every positive, finite, symmetric ionization profile, and for $S=\nu n_e$ the half-width follows from $\nu L/c_s=0.572$. What remains is to find how the field diverges at the edge and how fast the ions flow there, to restore a finite Debye length, and to apply the results to an argon plasma and examine what the model leaves out.
